# Quenched defects: equilibrate at growth, freeze totals, redistribute charge at use: a program that tests the result

```python
"""Quenched defects in a semiconductor film: two-stage neutrality.

Result under test: at growth temperature a defect with site density N has
  c_q = N w_q / (1 + sum w),  w_q = g_q exp(-(E_q + q E_F)/kT),
and E_F follows from charge neutrality. After the quench only C = sum c_q
is kept, c_q = C w_q / sum w, and neutrality is solved again.
E_q: formation energy (eV) with the Fermi level E_F at the valence edge;
g_q: degeneracy; q: charge in units of e. Densities are in cm^-3.
"""
from collections import namedtuple
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq
from scipy.special import erfc, expit, gammaln

K_B = sc.k / sc.e                       # eV/K
Defect = namedtuple("Defect", "sites charges degeneracies energies")

# Round model parameters, rough regime of an n-type indium oxide film
GAP, MASS_E, MASS_H, EPS = 2.9, 0.25, 2.0, 9.0
T_GROW, T_USE = 900.0, 300.0
DONOR_E0, DEPTH_10, DEPTH_21 = 1.0, 0.15, 0.05
ACC_E0, ACC_LEVEL = 3.2, 0.5
level_10, level_21 = GAP - DEPTH_10, GAP - DEPTH_21
donor = Defect(4.5e22, np.array([0, 1, 2]), np.array([1., 2., 1.]),
               np.array([DONOR_E0, DONOR_E0 - level_10,
                         DONOR_E0 - level_10 - level_21]))
acceptor = Defect(3.0e22, np.array([0, -1]), np.array([2., 1.]),
                  np.array([ACC_E0, ACC_E0 + ACC_LEVEL]))
FILM_NM = 100.0


def effective_dos(kT, mass):
    """Effective density of states of a parabolic band, cm^-3."""
    return 2e-6 * (2 * np.pi * mass * sc.m_e * kT * sc.e / sc.h**2)**1.5


ROOT_STEP = 0.04
ROOT_E = np.arange(0.0, 12.0, ROOT_STEP)   # square root of energy/kT


def carriers(eta, kT, mass, alpha=0.0):
    """Fermi-Dirac carrier density; alpha (1/eV) is nonparabolicity."""
    x = ROOT_E**2
    dos = x * np.sqrt(1 + alpha * kT * x) * (1 + 2 * alpha * kT * x)
    integral = ROOT_STEP * np.sum(dos * expit(eta - x))
    return effective_dos(kT, mass) * 4 / np.sqrt(np.pi) * integral


def electrons(fermi, kT, gap=GAP, alpha=0.0):
    return carriers((fermi - gap) / kT, kT, MASS_E, alpha)


def bands(kT, gap=GAP, alpha=0.0):
    """Return the function p - n of the Fermi level."""
    return lambda f: (carriers(-f / kT, kT, MASS_H)
                      - electrons(f, kT, gap, alpha))


def occupations(defect, fermi, kT, total=None):
    """Charge-state densities; total=None means atoms can equilibrate."""
    logw = (np.log(defect.degeneracies)
            - (defect.energies + defect.charges * fermi) / kT)
    if total is None:
        top = max(logw.max(), 0.0)
        w = np.exp(logw - top)
        return defect.sites * w / (np.exp(-top) + w.sum())
    w = np.exp(logw - logw.max())
    return total * w / w.sum()


def defect_charge(defects, fermi, kT, totals=None):
    totals = [None] * len(defects) if totals is None else totals
    return sum(np.dot(d.charges, occupations(d, fermi, kT, t))
               for d, t in zip(defects, totals))


def solve_fermi(defects, kT, band_charge, totals=None,
                bracket=(-1.5, GAP + 1.5)):
    return brentq(lambda f: band_charge(f)
                  + defect_charge(defects, f, kT, totals),
                  *bracket, xtol=1e-13)


Quench = namedtuple("Quench", "f_hot totals f_cold n_hot n_cold")


def quench(defects, t_grow=T_GROW, t_use=T_USE, gap_hot=GAP,
           alpha=0.0, hot_defects=None):
    hot = defects if hot_defects is None else hot_defects
    kh, kc = K_B * t_grow, K_B * t_use
    f_hot = solve_fermi(hot, kh, bands(kh, gap_hot, alpha))
    totals = [occupations(d, f_hot, kh).sum() for d in hot]
    f_cold = solve_fermi(defects, kc, bands(kc, GAP, alpha), totals)
    return Quench(f_hot, totals, f_cold,
                  electrons(f_hot, kh, gap_hot, alpha),
                  electrons(f_cold, kc, GAP, alpha))


# ---- Test: carrier integral against quadrature of its definition
kT_hot, kT_cold = K_B * T_GROW, K_B * T_USE
for eta in (-3.0, 1.0, 6.0):
    ref = quad(lambda x: np.sqrt(x) * expit(eta - x), 0, 60,
               limit=300, epsabs=1e-12)[0] * 2 / np.sqrt(np.pi)
    got = carriers(eta, kT_hot, MASS_E) / effective_dos(kT_hot, MASS_E)
    assert abs(got / ref - 1) < 1e-6


# ---- Test: both occupation laws against explicit canonical sums.
# Every arrangement of defects on sites and of the released electrons on
# a one-energy band is counted, at fixed total electron number.
def canonical_means(sites, charges, logw, band_states, band_logw):
    grids = np.meshgrid(*[np.arange(sites + 1)] * len(charges),
                        indexing="ij")
    rest = sites - sum(grids)
    released = sum(q * c for q, c in zip(charges, grids))
    ok = (rest >= 0) & (released <= band_states)
    rest, released = rest[ok], released[ok]
    counts = [c[ok] for c in grids]
    logp = (-gammaln(rest + 1) - gammaln(released + 1)
            - gammaln(band_states - released + 1) + released * band_logw)
    for c, lw in zip(counts, logw):
        logp = logp + c * lw - gammaln(c + 1)
    p = np.exp(logp - logp.max())
    p /= p.sum()
    return np.array([p @ released, p @ sum(counts)]) / sites


toy = Defect(1.0, np.array([0, 1, 2]), np.array([1., 2., 1.]),
             np.array([1.5, -1.0, -4.5]))
toy_band = 3.0


def toy_band_charge(kT):
    return lambda f: -expit((f - toy_band) / kT)


f_toy = solve_fermi([toy], 1.0, toy_band_charge(1.0), bracket=(-30, 30))
theory_hot = np.array([expit(f_toy - toy_band),
                       occupations(toy, f_toy, 1.0).sum()])
logw_toy = np.log(toy.degeneracies) - toy.energies
small, large = [canonical_means(m, toy.charges, logw_toy, m, -toy_band)
                for m in (50, 100)]
canonical_hot = 2 * large - small        # removes the 1/size error
error_hot = np.max(np.abs(canonical_hot / theory_hot - 1))
assert error_hot < 2e-3

kt = 0.5
f_toy = solve_fermi([toy], kt, toy_band_charge(kt), [1.0], (-30, 30))
theory_cold = expit((f_toy - toy_band) / kt)
logw_toy = np.log(toy.degeneracies) - toy.energies / kt
small, large = [canonical_means(m, toy.charges[1:],
                                logw_toy[1:] - logw_toy[0],
                                m, -toy_band / kt)[0]
                for m in (100, 200)]
error_cold = abs((2 * large - small) / theory_cold - 1)
assert error_cold < 2e-3

# ---- Test: slope of the defect charge equals minus variance / kT
base = quench([donor, acceptor])
for kT, total, f in ((kT_hot, None, base.f_hot),
                     (kT_cold, base.totals[0], base.f_cold)):
    step = 1e-4
    tot = None if total is None else [total]
    slope = (defect_charge([donor], f + step, kT, tot)
             - defect_charge([donor], f - step, kT, tot)) / (2 * step)
    number = donor.sites if total is None else total
    frac = occupations(donor, f, kT, total) / number
    variance = frac @ donor.charges**2 - (frac @ donor.charges)**2
    assert abs(slope / (-number * variance / kT) - 1) < 1e-4

# ---- Test: frozen problem at growth temperature returns growth state
f_same = solve_fermi([donor, acceptor], kT_hot, bands(kT_hot),
                     base.totals)
assert abs(f_same - base.f_hot) < 1e-9

# ---- Test: dilute doubly charged donor, cube-root law
single = Defect(4.5e22, np.array([2]), np.array([1.]),
                np.array([2.8 - 2 * GAP]))
n_full = electrons(solve_fermi([single], kT_hot, bands(kT_hot)), kT_hot)
n_law = (2 * single.sites * effective_dos(kT_hot, MASS_E)**2
         * np.exp(-2.8 / kT_hot))**(1 / 3)
assert abs(n_full / n_law - 1) < 1e-3

# ---- Image-charge constant of a cubic cell: Ewald and direct sums
def lattice(reach):
    r = np.arange(-reach, reach + 1)
    pts = np.array(np.meshgrid(r, r, r)).reshape(3, -1).T
    return pts[np.any(pts != 0, axis=1)].astype(float)


def ewald_constant(split):
    r = np.linalg.norm(lattice(5), axis=1)
    g = 2 * np.pi * r
    potential = (np.sum(erfc(split * r) / r)
                 + np.sum(4 * np.pi * np.exp(-(g / (2 * split))**2) / g**2)
                 - np.pi / split**2 - 2 * split / np.sqrt(np.pi))
    return -potential


# Direct sum: a unit charge plus a neutralising cube in every cell.
nodes, wts = np.polynomial.legendre.leggauss(8)
cube = np.array(np.meshgrid(nodes, nodes, nodes)).reshape(3, -1).T / 2
cube_w = np.einsum("i,j,k->ijk", wts, wts, wts).ravel() / 8
far = lattice(8)
far = far[np.linalg.norm(far, axis=1) <= 8.5]
others = sum(1 / np.linalg.norm(c)
             - cube_w @ (1 / np.linalg.norm(c - cube, axis=1))
             for c in far)
own_cube = 6 / 8 * dblquad(lambda u, v: 1 / np.sqrt(1 + u*u + v*v),
                           -1, 1, -1, 1)[0]
mean_potential = 2 * np.pi / 3 * (3 / 12)   # from the second moment
direct = -(others - own_cube - mean_potential)
madelung = ewald_constant(2.0)
assert abs(madelung - ewald_constant(2.6)) < 1e-9
assert abs(madelung - direct) < 2e-4


# ---- Disorder: every environment is a species of its own
def environments(defect, sigma, scatter_levels):
    x, w = np.polynomial.hermite.hermgauss(61)
    pattern = defect.charges if scatter_levels else 1.0
    return [defect._replace(
        sites=defect.sites * wi / np.sqrt(np.pi),
        energies=defect.energies + np.sqrt(2) * sigma * xi * pattern)
        for xi, wi in zip(x, w)]


SIGMA, SIGMA_LEVEL = 0.10, 0.05
spread = environments(donor, SIGMA, False)
gain = (sum(occupations(d, base.f_hot, kT_hot).sum() for d in spread)
        / occupations(donor, base.f_hot, kT_hot).sum())
gain_law = np.exp(SIGMA**2 / (2 * kT_hot**2))
assert abs(gain / gain_law - 1) < 2e-3
n_spread = quench(spread + [acceptor]).n_cold
n_levels = quench(environments(donor, SIGMA_LEVEL, True)
                  + [acceptor]).n_cold

# ---- The two wrong shortcuts
n_full_eq = electrons(solve_fermi([donor, acceptor], kT_cold,
                                  bands(kT_cold)), kT_cold)
fixed_charge = defect_charge([donor, acceptor], base.f_hot, kT_hot)
f_stuck = brentq(lambda f: bands(kT_cold)(f) + fixed_charge,
                 -1.5, GAP + 1.5, xtol=1e-13)
n_stuck = electrons(f_stuck, kT_cold)
assert abs(n_stuck / base.n_hot - 1) < 1e-6

# ---- Neutrality residual of the final state
residual = (bands(kT_cold)(base.f_cold) + defect_charge(
    [donor, acceptor], base.f_cold, kT_cold, base.totals))
assert abs(residual) < 1e-6 * base.n_cold


# ---- Sizes of neglected effects
def shifted(defect, energy_of_charge):
    return defect._replace(
        energies=defect.energies + energy_of_charge(defect.charges))


COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9     # eV nm
CELL_NM = 1.0
image = madelung * COULOMB / (2 * EPS * CELL_NM)
raw = [shifted(d, lambda q: -image * q**2) for d in (donor, acceptor)]
raw_run = quench(raw)
n_error = [quench([shifted(donor, lambda q: s + 0.0 * q),
                   acceptor]).n_cold for s in (-0.1, 0.1)]
NONPARABOLIC, NARROWING = 0.4, 0.2
n_nonpar = quench([donor, acceptor], alpha=NONPARABOLIC).n_cold
n_narrow = quench([donor, acceptor], gap_hot=GAP - NARROWING).n_cold

hot_d = occupations(donor, base.f_hot, kT_hot)
hot_a = occupations(acceptor, base.f_hot, kT_hot)
cold_d = occupations(donor, base.f_cold, kT_cold, base.totals[0])
strength = (hot_d @ donor.charges**2 + hot_a @ acceptor.charges**2
            + base.n_hot)
debye_nm = 1e9 * np.sqrt(EPS * sc.epsilon_0 * kT_hot
                         / (sc.e * strength * 1e6))
screen = COULOMB / (2 * EPS * debye_nm)
n_screen = quench([donor, acceptor], gap_hot=GAP - screen,
                  hot_defects=[shifted(d, lambda q: -screen * q**2)
                               for d in (donor, acceptor)]).n_cold

classical = [effective_dos(k, MASS_E) * np.exp((f - GAP) / k) / n
             for k, f, n in ((kT_hot, base.f_hot, base.n_hot),
                             (kT_cold, base.f_cold, base.n_cold))]

D0, BARRIER, FAST, SLOW = 1e-3, 1.5, 10.0, 0.1   # cm2/s, eV, K/s


def diffusion_length_nm(t_start, rate):
    area = quad(lambda t: D0 * np.exp(-BARRIER / (K_B * t)),
                T_USE, t_start, epsabs=0, epsrel=1e-8)[0] / rate
    return 1e7 * np.sqrt(area)


length_fast = diffusion_length_nm(T_GROW, FAST)
assert length_fast < FILM_NM
equil_time = (FILM_NM * 1e-7)**2 / (D0 * np.exp(-BARRIER / kT_hot))
t_freeze = brentq(lambda t: diffusion_length_nm(t, SLOW) - FILM_NM,
                  450, T_GROW)
n_slow = quench([donor, acceptor], t_grow=t_freeze).n_cold

BARRIER_V = 0.3
def depletion_nm(density):
    return 1e9 * np.sqrt(2 * EPS * sc.epsilon_0 * BARRIER_V
                         / (sc.e * density * 1e6))


bohr_nm = sc.physical_constants["Bohr radius"][0] * 1e9 * EPS / MASS_E
mott = (base.totals[0] * 1e-21)**(1 / 3) * bohr_nm

# ---- Worked example
print(f"gap {GAP} eV; masses e {MASS_E}, h {MASS_H} m_e; eps_r {EPS}")
print(f"growth {T_GROW:.0f} K, use {T_USE:.0f} K, film {FILM_NM:.0f} nm")
print(f"kT: growth {kT_hot:.5f} eV, use {kT_cold:.5f} eV")
print(f"sites: donor {donor.sites:.2e}, acceptor {acceptor.sites:.2e} cm^-3")
print("donor g(0,+1,+2):", donor.degeneracies)
print("donor E(0,+1,+2) at valence edge, eV:", donor.energies.round(3))
print(f"donor levels below Ec: +/0 {DEPTH_10}, 2+/+ {DEPTH_21} eV")
print("acceptor g(0,-1):", acceptor.degeneracies)
print("acceptor E(0,-1) at valence edge, eV:", acceptor.energies.round(3))
print(f"Nc: growth {effective_dos(kT_hot, MASS_E):.3e}, "
      f"use {effective_dos(kT_cold, MASS_E):.3e} cm^-3")
print(f"growth: Ec-EF {GAP - base.f_hot:.4f} eV, n {base.n_hot:.3e} cm^-3")
print("growth donors 0,+1,+2, cm^-3:", *[f"{c:.3e}" for c in hot_d])
print(f"frozen totals: donor {base.totals[0]:.3e}, "
      f"acceptor {base.totals[1]:.3e} cm^-3")
print(f"use: Ec-EF {GAP - base.f_cold:.4f} eV, n {base.n_cold:.3e} cm^-3")
print("use donors 0,+1,+2, cm^-3:", *[f"{c:.3e}" for c in cold_d])
print(f"mean donor charge: growth {hot_d @ donor.charges / hot_d.sum():.4f}, "
      f"use {cold_d @ donor.charges / cold_d.sum():.4f} e")
for t in (700, 500, 400):
    print(f"frozen totals, n at {t} K: "
          f"{quench([donor, acceptor], t_use=t).n_cold:.3e} cm^-3")
print(f"wrong, full equilibrium at use: n {n_full_eq:.3e} cm^-3")
print(f"wrong, charge states frozen: n {n_stuck:.3e} cm^-3")
print(f"canonical-sum relative errors: growth {error_hot:.1e}, "
      f"frozen {error_cold:.1e}")
print(f"dilute donor: solver {n_full:.4e}, cube-root law {n_law:.4e} cm^-3")
print(f"image constant: Ewald {madelung:.6f}, direct {direct:.6f}")
print(f"cell {CELL_NM} nm, image correction: q=1 {image:.3f}, "
      f"q=2 {4 * image:.3f} eV")
print(f"uncorrected cell: growth n {raw_run.n_hot:.3e}, "
      f"use n {raw_run.n_cold:.3e} cm^-3")
print(f"use n, donor energy -0.1 / +0.1 eV: "
      f"{n_error[0]:.3e} / {n_error[1]:.3e} cm^-3")
print(f"classical/Fermi-Dirac n at same EF: growth {classical[0]:.4f}, "
      f"use {classical[1]:.4f}")
print(f"nonparabolicity {NONPARABOLIC} /eV: use n {n_nonpar:.3e} cm^-3")
print(f"gap narrower by {NARROWING} eV at growth: use n {n_narrow:.3e} cm^-3")
print(f"growth Debye length {debye_nm:.2f} nm, shift q=1 {screen:.4f}, "
      f"q=2 {4 * screen:.4f} eV")
print(f"with first-order Debye shifts: use n {n_screen:.3e} cm^-3")
print(f"common disorder {SIGMA} eV: gain at fixed EF {gain:.4f}, "
      f"law {gain_law:.4f}")
print(f"common disorder: use n {n_spread:.3e} cm^-3")
print(f"level disorder {SIGMA_LEVEL} eV: use n {n_levels:.3e} cm^-3")
print(f"diffusion: D0 {D0} cm2/s, barrier {BARRIER} eV")
print(f"equilibration time of film at growth: {equil_time:.1f} s")
print(f"cooling {FAST} K/s: diffusion length {length_fast:.1f} nm")
print(f"cooling {SLOW} K/s: freezing at {t_freeze:.0f} K, "
      f"use n {n_slow:.3e} cm^-3")
print(f"surface barrier {BARRIER_V} V: depletion width "
      f"{depletion_nm(2 * base.totals[0] - base.totals[1]):.1f} nm (all "
      f"donors 2+), {depletion_nm(base.n_cold):.1f} nm (charge n)")
print(f"effective Bohr radius {bohr_nm:.2f} nm, "
      f"Mott product C^(1/3) a {mott:.3f}")
print("all tests passed")
```

Printed output:

```
gap 2.9 eV; masses e 0.25, h 2.0 m_e; eps_r 9.0
growth 900 K, use 300 K, film 100 nm
kT: growth 0.07756 eV, use 0.02585 eV
sites: donor 4.50e+22, acceptor 3.00e+22 cm^-3
donor g(0,+1,+2): [1. 2. 1.]
donor E(0,+1,+2) at valence edge, eV: [ 1.   -1.75 -4.6 ]
donor levels below Ec: +/0 0.15, 2+/+ 0.05 eV
acceptor g(0,-1): [2. 1.]
acceptor E(0,-1) at valence edge, eV: [3.2 3.7]
Nc: growth 1.630e+19, use 3.137e+18 cm^-3
growth: Ec-EF 0.1731 eV, n 1.687e+18 cm^-3
growth donors 0,+1,+2, cm^-3: 1.131e+17 3.046e+17 7.445e+17
frozen totals: donor 1.162e+18, acceptor 1.067e+17 cm^-3
use: Ec-EF 0.0713 eV, n 1.947e+17 cm^-3
use donors 0,+1,+2, cm^-3: 9.655e+17 9.194e+16 1.047e+17
mean donor charge: growth 1.5433, use 0.2593 e
frozen totals, n at 700 K: 1.369e+18 cm^-3
frozen totals, n at 500 K: 8.259e+17 cm^-3
frozen totals, n at 400 K: 4.937e+17 cm^-3
wrong, full equilibrium at use: n 1.831e+13 cm^-3
wrong, charge states frozen: n 1.687e+18 cm^-3
canonical-sum relative errors: growth 2.1e-05, frozen 1.5e-06
dilute donor: solver 1.7103e+15, cube-root law 1.7104e+15 cm^-3
image constant: Ewald 2.837297, direct 2.837293
cell 1.0 nm, image correction: q=1 0.227, q=2 0.908 eV
uncorrected cell: growth n 3.406e+19, use n 3.443e+19 cm^-3
use n, donor energy -0.1 / +0.1 eV: 2.402e+17 / 1.614e+17 cm^-3
classical/Fermi-Dirac n at same EF: growth 1.0372, use 1.0222
nonparabolicity 0.4 /eV: use n 2.070e+17 cm^-3
gap narrower by 0.2 eV at growth: use n 3.875e+17 cm^-3
growth Debye length 2.76 nm, shift q=1 0.0290, q=2 0.1161 eV
with first-order Debye shifts: use n 2.214e+17 cm^-3
common disorder 0.1 eV: gain at fixed EF 2.2956, law 2.2962
common disorder: use n 2.221e+17 cm^-3
level disorder 0.05 eV: use n 9.378e+17 cm^-3
diffusion: D0 0.001 cm2/s, barrier 1.5 eV
equilibration time of film at growth: 25.1 s
cooling 10.0 K/s: diffusion length 41.1 nm
cooling 0.1 K/s: freezing at 794 K, use n 1.508e+17 cm^-3
surface barrier 0.3 V: depletion width 11.6 nm (all donors 2+), 39.1 nm (charge n)
effective Bohr radius 1.91 nm, Mott product C^(1/3) a 0.200
all tests passed
```
